# Second Sound and the Guyer-Krumhansl Equation from the Phonon Boltzmann Equation

**Setting.** Phonons in an isotropic crystal have the dispersion \(\omega_{\mathbf k}=v|\mathbf k|\), with one speed \(v\) for all branches. Their distribution \(f(\mathbf k,\mathbf x,t)\) stays close to the Planck distribution \(f_0\) at temperature \(T_0\). Two kinds of collision act on it.

- Normal collisions conserve energy and crystal momentum. They relax \(f\) at rate \(1/\tau_N\) to a drifting Planck distribution \(f_N\).
- Resistive collisions conserve energy only. They relax \(f\) at rate \(1/\tau_R\) to a static Planck distribution \(f_R\).

Both rates are taken as independent of phonon frequency. This relaxation model, linearized about \(f_0\), is used throughout.

Let \(\mathbf n=\mathbf k/|\mathbf k|\), and let \(\langle\;\rangle\) be the average over directions. Since \(\int d^3k/(2\pi)^3=\langle\int k^2dk/(2\pi^2)\rangle\), the energy deviation per direction

\[
\phi(\mathbf n,\mathbf x,t)=\sum_{\rm branches}\int\frac{k^2dk}{2\pi^2}\,\hbar vk\,(f-f_0)
\]

gives the energy density deviation \(\varepsilon=\langle\phi\rangle\) and the heat flux \(\mathbf q=v\langle\mathbf n\phi\rangle\). With \(C\) the heat capacity per volume, the local temperature deviation \(\delta T\) is defined by \(\varepsilon=C\,\delta T\).

## (a) To what do the collisions relax \(\phi\)?

*Express the targets \(\phi_N\) and \(\phi_R\) through \(\varepsilon\) and \(\mathbf q\), and write the kinetic equation for \(\phi\).*

**Solution.** The drifting distribution, with drift velocity \(\mathbf u\) and temperature \(T_0+\delta T'\), is

\[
f_N=\left[\exp\frac{\hbar vk-\hbar\mathbf k\cdot\mathbf u}{k_B(T_0+\delta T')}-1\right]^{-1}.
\]

Put \(x=\hbar vk/(k_BT_0)\). To first order the exponent is \(x(1-\mathbf n\cdot\mathbf u/v-\delta T'/T_0)\). Because \(df_0/dx=-f_0(f_0+1)\),

\[
f_N-f_0=x f_0(f_0+1)\left(\frac{\delta T'}{T_0}+\frac{\mathbf n\cdot\mathbf u}{v}\right).
\]

The bracket does not depend on \(k\), so both terms carry the same energy integral. A pure temperature change must give \(C\,\delta T'\), which fixes that integral as \(CT_0\):

\[
\phi_N=C\,\delta T'+CT_0\,\frac{\mathbf n\cdot\mathbf u}{v}.
\]

Conservation fixes the two parameters. Energy requires \(\langle\phi_N\rangle=\varepsilon\), so \(C\,\delta T'=\varepsilon\). A phonon of energy \(\hbar vk\) has momentum \(\hbar k\mathbf n\), so the momentum density is \(\langle\mathbf n\phi\rangle/v=\mathbf q/v^2\). Its conservation requires \(\langle\mathbf n\phi_N\rangle=\mathbf q/v\). With \(\langle n_in_j\rangle=\delta_{ij}/3\), this reads \(CT_0\mathbf u/(3v)=\mathbf q/v\). Hence

\[
\phi_N=\varepsilon+\frac{3}{v}\,\mathbf n\cdot\mathbf q,\qquad \phi_R=\varepsilon .
\]

Phonons move at velocity \(v\mathbf n\). Integrating the Boltzmann equation over energy, which is possible in closed form because \(v\) and the rates do not depend on \(k\), gives

\[
\partial_t\phi+v\,\mathbf n\cdot\nabla\phi=-\frac{\phi-\phi_N}{\tau_N}-\frac{\phi-\varepsilon}{\tau_R}.
\]

## (b) What are the energy and momentum balances?

*Take the first two moments and identify what remains unknown.*

**Solution.** In the average over directions both collision terms vanish:

\[
\partial_t\varepsilon+\nabla\cdot\mathbf q=0 .
\]

Now multiply by \(vn_i\) and average. The normal term vanishes by momentum conservation. In the resistive term \(\langle n_i\varepsilon\rangle=0\), which leaves \(-q_i/\tau_R\):

\[
\partial_tq_i+v^2\partial_j\langle n_in_j\phi\rangle=-\frac{q_i}{\tau_R}.
\]

The trace of the second moment is known, since \(n_in_i=1\). Separate it:

\[
\langle n_in_j\phi\rangle=\frac{\varepsilon}{3}\delta_{ij}+\Pi_{ij},\qquad
\Pi_{ij}=\left\langle\left(n_in_j-\tfrac13\delta_{ij}\right)\phi\right\rangle .
\]

Therefore

\[
\partial_t\mathbf q+\frac{v^2}{3}\nabla\varepsilon+v^2\nabla\cdot\Pi=-\frac{\mathbf q}{\tau_R}.
\]

The phonon gas has pressure \(\varepsilon/3\), whose gradient accelerates the flux. The unknown is the traceless stress \(\Pi\).

## (c) How does the stress close the equations?

*Find \(\Pi\) for slow variation and obtain the equation for \(\mathbf q\).*

**Solution.** Multiply the kinetic equation by \(n_in_j-\delta_{ij}/3\) and average. Neither \(\varepsilon\) nor \(\mathbf n\cdot\mathbf q\) has a traceless second moment, so both kinds of collision destroy \(\Pi\), and their rates add:

\[
\partial_t\Pi_{ij}+v\,\partial_k\left\langle\left(n_in_j-\tfrac13\delta_{ij}\right)n_k\phi\right\rangle=-\frac{\Pi_{ij}}{\tau},\qquad \frac1\tau=\frac1{\tau_N}+\frac1{\tau_R}.
\]

Two approximations follow. First, \(\partial_t\Pi\) is dropped against \(\Pi/\tau\), which needs variation slow on the scale \(\tau\). Second, \(\phi\) is replaced by \(\phi_N\) in the gradient term. The two share their isotropic and vector parts. The remaining part that could enter this odd moment has third-order angular structure, and streaming must create it from \(\Pi\). For wave number \(k\), it therefore changes \(\Pi\) by a relative amount of order \((vk\tau)^2\).

The fourth angular average is symmetric and isotropic, so it equals \(a(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\). Setting \(i=j\), \(k=l\) and summing gives \(1=a(9+3+3)\), so \(a=1/15\). The \(\varepsilon\) part of \(\phi_N\) drops out because it multiplies an odd average. The flux part gives

\[
\begin{aligned}
v\,\partial_k\frac{3q_l}{v}\left\langle\left(n_in_j-\tfrac13\delta_{ij}\right)n_kn_l\right\rangle
&=\tfrac15\left(\delta_{ij}\nabla\cdot\mathbf q+\partial_iq_j+\partial_jq_i\right)-\tfrac13\delta_{ij}\nabla\cdot\mathbf q\\
&=\tfrac15\left(\partial_iq_j+\partial_jq_i-\tfrac23\delta_{ij}\nabla\cdot\mathbf q\right).
\end{aligned}
\]

Thus \(\Pi_{ij}\) is \(-\tau\) times this expression. Its divergence is

\[
v^2\partial_j\Pi_{ij}=-\frac{\tau v^2}{5}\left[\nabla^2q_i+\left(1-\tfrac23\right)\partial_i\nabla\cdot\mathbf q\right].
\]

With \(\nabla\varepsilon=C\nabla T\), the momentum balance becomes the Guyer-Krumhansl equation of this model:

\[
\partial_t\mathbf q+\frac{\mathbf q}{\tau_R}+\frac{v^2}{3}C\nabla T=\frac{\tau v^2}{5}\left[\nabla^2\mathbf q+\tfrac13\nabla(\nabla\cdot\mathbf q)\right].
\]

The equation is also written with \(2\nabla(\nabla\cdot\mathbf q)\). That coefficient results if the term \(-\frac13\delta_{ij}\nabla\cdot\mathbf q\) is left out, as though the whole second moment relaxed. Its trace is the energy density, which collisions conserve, so here the coefficient is \(1/3\). The two forms agree when \(\nabla\cdot\mathbf q=0\).

Multiplication by \(\tau_R\) gives

\[
\tau_R\partial_t\mathbf q+\mathbf q+\kappa\nabla T=\ell^2\left[\nabla^2\mathbf q+\tfrac13\nabla(\nabla\cdot\mathbf q)\right],\quad
\kappa=\frac{Cv^2\tau_R}{3},\quad \ell^2=\frac{v^2\tau\tau_R}{5}.
\]

For steady uniform flow this is Fourier's law. In steady flow along a wall at \(y=0\), driven by a uniform temperature gradient, the departure from the Fourier flux obeys \(\delta q=\ell^2\,\delta q''\). It decays as \(e^{-y/\ell}\), so \(\ell\) is the depth to which the wall's drag reaches. This needs \(\ell\gg v\tau\), that is \(\tau_N\ll\tau_R\). At \(\tau_R=10\tau_N\) the kinetic equation gives a decay length 6% longer, and for \(\tau_R<2\tau_N\) it has no such exponential solution.

## (d) What waves does the equation carry?

*Insert fields varying as \(e^{ikx+st}\) and find the speed and damping.*

**Solution.** For \(\mathbf q\) along \(x\), the energy balance is \(s\varepsilon+ikq=0\), so \(ik\varepsilon=k^2q/s\). On the right of the flux equation, \(\nabla^2+\frac13\partial_x^2\) gives \(-\frac43k^2\). Hence

\[
s+\frac1{\tau_R}+\frac{v^2k^2}{3s}=-\frac{4}{15}\tau v^2k^2 .
\]

Multiplying by \(s\),

\[
s^2+2\Gamma s+\frac{v^2k^2}{3}=0,\qquad 2\Gamma=\frac1{\tau_R}+\frac4{15}\tau v^2k^2,
\]

\[
s=-\Gamma\pm i\omega,\qquad \omega=\sqrt{\frac{v^2k^2}{3}-\Gamma^2}.
\]

When \(\Gamma\ll\omega\), temperature and flux travel as a wave with

\[
\omega\simeq\frac{v}{\sqrt3}\,k .
\]

This is second sound. Its speed is below \(v\) because the pressure is one third of the energy density: normal collisions keep redistributing directions while preserving the total momentum.

For \(\mathbf q\) perpendicular to \(x\), \(\nabla\cdot\mathbf q=0\) and no temperature change arises. For \(\tau_N\ll\tau_R\) the flux simply decays, with \(s\simeq-(1/\tau_R+\tau v^2k^2/5)\). The condition is needed because dropping \(\partial_t\Pi\) in part (c) requires the flux to change slowly on the scale \(\tau\). It applies equally to the viscous part of \(\Gamma\).

The damping can be checked without the closure of part (c), by discretizing the kinetic equation in direction and diagonalizing it. With pure normal collisions and units \(v=\tau_N=1\), at \(k=0.03\), this gives \(\Gamma/k^2=0.1333\) for the longitudinal wave. The coefficient \(1/3\) gives \(\frac12\cdot\frac4{15}=0.1333\), whereas the coefficient 2 would give \(\frac12\cdot\frac35=0.3000\). The transverse rate over \(k^2\) is 0.2000, as derived.

## (e) In which frequency window is the wave weakly damped?

*Find the low-frequency limit, the frequency of least damping per cycle, and the edges set by a bound \(\Gamma/\omega\le g\).*

**Solution.** At the smallest \(k\) viscosity is negligible and \(\Gamma=1/(2\tau_R)\). The roots are real when \(vk/\sqrt3<\Gamma\), that is, for

\[
k<\frac{\sqrt3}{2v\tau_R}.
\]

There is then no oscillation. At the upper end of this range the viscous part of \(\Gamma\) is \(\tau/(5\tau_R)\) of the resistive part, so the bound marks the onset of oscillation only for \(\tau_N\ll\tau_R\). For \(\tau_N=\tau_R\) the kinetic equation puts the onset 18% higher. As \(k\to0\) the slow root is

\[
s=-\Gamma+\sqrt{\Gamma^2-\frac{v^2k^2}{3}}\simeq-\frac{v^2k^2}{6\Gamma}=-\frac{v^2\tau_R}{3}k^2,
\]

which is heat diffusion with \(D=v^2\tau_R/3=\kappa/C\).

For a weakly damped wave, put \(v^2k^2=3\omega^2\) into \(\Gamma\):

\[
\frac{\Gamma}{\omega}\simeq\frac1{2\omega\tau_R}+\frac25\,\omega\tau .
\]

The first term is loss of momentum and the second is viscosity. Both are small when

\[
\frac1{\tau_R}\ll\omega\ll\frac1{\tau_N}.
\]

Such a range requires \(\tau_N\ll\tau_R\), and then \(\tau\simeq\tau_N\).

Setting the derivative \(-1/(2\omega^2\tau_R)+2\tau/5\) to zero gives the best frequency. The two terms are equal there, so their sum is twice the square root of their product:

\[
\omega_*=\sqrt{\frac{5}{4\tau\tau_R}},\qquad
\left(\frac\Gamma\omega\right)_{\min}=\sqrt{\frac{4\tau}{5\tau_R}} .
\]

For the bound \(g\), multiply \(\Gamma/\omega=g\) by \(\omega\) to get \(\frac25\tau\omega^2-g\omega+1/(2\tau_R)=0\). The edges are

\[
\omega_\pm=\frac{g\pm\sqrt{g^2-4\tau/(5\tau_R)}}{4\tau/5}.
\]

They are real if \(\tau_R/\tau\ge4/(5g^2)\). The upper edge can be trusted only if \(\omega_+\tau\ll1\), because the damping formula rests on slow variation.

## (f) What happens above the window?

*For pure normal collisions, find the first correction to the speed, and then the opposite limit \(vk\tau\gg1\).*

**Solution.** Keep \(\partial_t\Pi\). Then \((s+1/\tau)\Pi\) replaces \(\Pi/\tau\), so \(\tau\) in the viscous term becomes \(\tau/(1+s\tau)\simeq\tau(1-s\tau)\). Write \(K=vk\tau\) and \(a=4K^2/15\). The wave equation becomes

\[
(1-a)s^2+\frac a\tau s+\frac{v^2k^2}{3}=0 .
\]

The third-order angular part omitted in (c) multiplies the viscous term by a real factor \(1+O(K^2)\) at leading order, so it affects the damping but not this correction to the frequency. To relative order \(K^2\),

\[
\omega^2=\frac{v^2k^2}{3}\left(1+a-\frac{3a^2}{4K^2}\right)=\frac{v^2k^2}{3}\left(1+\frac{16}{75}K^2\right),
\]

\[
\frac{\omega}{k}\simeq\frac{v}{\sqrt3}\left(1+\frac{8}{75}K^2\right).
\]

The stress lags behind the flow by about \(\tau\), and this lag stiffens the phonon gas. At \(K=0.3\) the formula gives \(0.5774\times1.0096=0.5829\) in units of \(v\); diagonalization gives 0.5826. At \(K=1\) diagonalization gives 0.6191, and the expansion, with 0.639, is no longer accurate.

For \(vk\tau\gg1\) and times much shorter than \(\tau\), collisions can be ignored. Each direction, with \(\mu=n_x\), then acquires the factor \(e^{-ikv\mu t}\). An initially isotropic pattern evolves as

\[
\frac{\varepsilon(t)}{\varepsilon(0)}=\frac12\int_{-1}^{1}e^{-ikv\mu t}d\mu=\frac{\sin kvt}{kvt}.
\]

This is ballistic spreading: phonons in different directions fall out of step, with no common wave at \(v/\sqrt3\). At \(K=50\) the directly evolved kinetic equation agrees with this law to 0.007 of the initial amplitude for \(kvt\le4\). The deviation grows as collisions accumulate and reaches 0.015 by \(kvt\approx10\).

## (g) What do the numbers look like?

*Take a model crystal with \(v=4000\) m/s, \(\tau_N=1\) ns, \(\tau_R=1000\) ns and \(T_0=10\) K, and with three equal branches far below the Debye temperature. Find its transport coefficients and its window for \(g=0.05\).*

**Solution.** Far below the Debye temperature the \(k\) integral may run to infinity. Expanding \(1/(e^x-1)=\sum_{m\ge1}e^{-mx}\) gives \(\int_0^\infty x^3dx/(e^x-1)=\sum_m6/m^4=\pi^4/15\). The energy density and its temperature derivative are then

\[
E=\frac{3(k_BT)^4}{2\pi^2(\hbar v)^3}\,\frac{\pi^4}{15},\qquad
C=\frac{2\pi^2k_B^4T^3}{5\hbar^3v^3}=1911\ \mathrm{J\,m^{-3}K^{-1}} .
\]

The diffusivity is \(D=4000^2\times10^{-6}/3=5.333\) m²/s, so \(\kappa=CD=1.019\times10^4\) W/(m K). With \(\tau=0.999\) ns, the wall-drag depth is \(\ell=56.5\) µm. For a wave the walls matter over a larger scale. An oscillating flux in a slab of width \(W\) loses momentum to the walls at a rate of about \(\sqrt{\tau v^2\omega/10}\,/W\). Near the best frequency found below, this is small against \(1/\tau_R\) only for \(W\gg\ell\sqrt{\omega\tau_R/2}\approx0.24\) mm. The sample is assumed that wide, several millimetres at least, and the damping values below are bulk values.

The second-sound speed is \(4000/\sqrt3=2309\) m/s. The best frequency follows from

\[
\omega_*=\sqrt{\frac{5}{4(0.999\times10^{-9})(10^{-6})}}=3.54\times10^7\ \mathrm{s^{-1}},
\]

or 5.63 MHz, with wavelength 0.410 mm. There \(\Gamma/\omega=\sqrt{4/(5\times1001)}=0.0283\), and the amplitude left after one period is \(e^{-2\pi\times0.0283}=0.837\). Diagonalization gives the same least damping ratio to three digits.

The bound \(g=0.05\) leaves at least 0.730 of the amplitude per period. It needs \(\tau_R/\tau\ge320\), and the model has 1001. The edges are

\[
\omega_\pm=\frac{0.05\pm\sqrt{0.0025-0.0008}}{0.8\times0.999\times10^{-9}\ \mathrm s},
\]

that is, \(1.10\times10^7\) and \(1.14\times10^8\) s⁻¹, or 1.74 and 18.2 MHz. The collision rates themselves are \(10^6\) and \(10^9\) s⁻¹, so the usable window lies well inside them. The kinetic equation gives the same lower edge to three digits and an upper edge of \(1.17\times10^8\) s⁻¹. The formula is 2% below that value, so it slightly overestimates the damping there.

Over 1 mm second sound takes 433 ns, against 250 ns for unscattered phonons. The latter time is 250 normal collision times, so a fraction of only about \(e^{-250}\) would arrive unscattered. At \(\omega_*\) the two losses are equal and \(\Gamma=1/\tau_R\), so without wall losses the wave arrives with \(e^{-0.433}=0.65\) of its initial amplitude. In a slab with no-slip walls, the Guyer-Krumhansl equation gives about 0.51 for a width of \(10\ell=0.57\) mm and 0.61 for \(40\ell=2.3\) mm. The full set of values is in the numerical output below.

## Numbers as computed

```
grad-div coefficient, traceless: 0.3333
grad-div coefficient, trace kept: 2.0000
Pure normal collisions, units v = tau_N = 1:
  k used for damping: 0.03
  Gamma/k^2, kinetic equation: 0.1333
  Gamma/k^2, coefficient 1/3: 0.1333
  Gamma/k^2, coefficient 2: 0.3000
  transverse decay/k^2, kinetic: 0.2000
  v/sqrt(3): 0.5774
  k = 0.1: wave speed, kinetic: 0.5780
  k = 0.3: wave speed, kinetic: 0.5826
  k = 1.0: wave speed, kinetic: 0.6191
  wave test, k = 0.05: max error 1.5e-03
  free-flight test, k = 50: max error 6.7e-03
Model crystal:
  phonon speed v: 4000 m/s
  normal time tau_N: 1.000 ns
  resistive time tau_R: 1000 ns
  combined time tau: 0.999 ns
  temperature: 10 K
  second-sound speed v/sqrt(3): 2309.4 m/s
  speed at best k, kinetic: 2309.6 m/s
  heat capacity: 1911.1 J/(m^3 K)
  diffusivity: 5.333 m^2/s
  diffusivity, kinetic: 5.333 m^2/s
  conductivity: 10193 W/(m K)
  nonlocal length: 56.54 um
  overdamping threshold k: 216.5 1/m
  1/tau_R: 1.000e+06 1/s
  1/tau_N: 1.000e+09 1/s
  best omega, formula: 3.537e+07 1/s
  best omega, kinetic: 3.546e+07 1/s
  best frequency, formula: 5.630 MHz
  best wavelength: 0.410 mm
  least Gamma/omega, formula: 0.02827
  least Gamma/omega, kinetic: 0.02826
  amplitude left per best period: 0.837
  chosen bound on Gamma/omega: 0.05
  amplitude left per period at bound: 0.730
  tau_R/tau needed for bound: 320
  tau_R/tau in model: 1001
  lower edge omega, formula: 1.096e+07 1/s
  lower edge omega, kinetic: 1.096e+07 1/s
  upper edge omega, formula: 1.142e+08 1/s
  upper edge omega, kinetic: 1.167e+08 1/s
  lower edge frequency, formula: 1.744 MHz
  upper edge frequency, formula: 18.170 MHz
  path length: 1 mm
  second-sound arrival: 433.0 ns
  ballistic arrival: 250.0 ns
```
